# Why p(1/2) is spherical: angular densities of spin-coupled orbitals

Suppose the electron in a p(1/2) state is pictured as the dumbbell of a $p_z$ orbital. The picture predicts a charge cloud stretched along $z$, with $\langle P_2(\cos\theta)\rangle=2/5$, and hence an electric quadrupole moment. Both predictions are wrong: the charge density of p(1/2) has no angular dependence at all. The same habit of reading the shape from the letter s, p or d suggests that p(3/2) and d(3/2) have different angular densities, although for equal $|m|$ they are identical. Once orbital and spin angular momentum are coupled, $l$ no longer fixes the shape.

## Setting and theorem

The electron moves in a central potential; hydrogen is the case used for numbers. Angular momenta are in units of $\hbar$ and lengths in bohr. Write $\mathbf n=\mathbf r/r$, let $\boldsymbol\sigma$ be the Pauli matrices, and set $\mathbf J=\mathbf L+\boldsymbol\sigma/2$. The symbol $m$ means $m_j$, a half-integer, and $\mu$ denotes an orbital projection. Spherical harmonics carry the Condon–Shortley phase.

The state is assumed to have definite $l$, $j$ and $m$, and one radial function common to both spin components:
$$\psi(\mathbf r)=R(r)\,\Omega(\mathbf n),\qquad \Omega=\begin{pmatrix}\Omega_\uparrow\\ \Omega_\downarrow\end{pmatrix}.$$
The density summed over spin is $|R|^2A$, with $A=\Omega^\dagger\Omega=|\Omega_\uparrow|^2+|\Omega_\downarrow|^2$ and $\int A\,d\Omega_{\mathbf n}=1$. For given $j$ there are two possible orbital numbers. I write $\Omega^-_{jm}$ for $l=j-\tfrac12$ and $\Omega^+_{jm}$ for $l=j+\tfrac12$.

**Theorem.** Under these assumptions:

1. $A$ is a function of $\theta$ alone, fixed by $j$ and $|m|$. It is the same for $m$ and $-m$, and for $l=j-\tfrac12$ and $l=j+\tfrac12$.
2. At fixed $j$, different $|m|$ give different functions.
3. For $j=\tfrac12$, $A=1/(4\pi)$, in p(1/2) as in s(1/2).

The theorem concerns the angular charge density. Radial functions and spin densities of the two partners generally differ.

## Lemma 1: the coupled states

*For $l=j-\frac12$ and $l=j+\frac12$ respectively,*
$$\Omega^-_{jm}=\begin{pmatrix}\sqrt{\frac{j+m}{2j}}\,Y_{l,m-1/2}\\[4pt]\sqrt{\frac{j-m}{2j}}\,Y_{l,m+1/2}\end{pmatrix},\qquad
\Omega^+_{jm}=\begin{pmatrix}-\sqrt{\frac{j+1-m}{2j+2}}\,Y_{l,m-1/2}\\[4pt]\sqrt{\frac{j+1+m}{2j+2}}\,Y_{l,m+1/2}\end{pmatrix}.$$

*Proof.* Since $J_z=L_z+\sigma_z/2$, a state of given $m$ must have the form $(aY_{l,m-1/2},\,bY_{l,m+1/2})$. Squaring $\mathbf J$ gives
$$J^2=L^2+\tfrac34+\boldsymbol\sigma\cdot\mathbf L,\qquad \boldsymbol\sigma\cdot\mathbf L=\begin{pmatrix}L_z&L_-\\L_+&-L_z\end{pmatrix}.$$
The ladder operators connect the two harmonics with the factor
$$\Lambda=\sqrt{l(l+1)-(m-\tfrac12)(m+\tfrac12)}=\sqrt{(l+\tfrac12)^2-m^2}.$$
On the coefficients $(a,b)$, therefore, $\boldsymbol\sigma\cdot\mathbf L$ acts as
$$\begin{pmatrix}m-\frac12&\Lambda\\ \Lambda&-m-\frac12\end{pmatrix}.$$
Its trace is $-1$. Its determinant is $\frac14-m^2-\Lambda^2=\frac14-(l+\frac12)^2=-l(l+1)$. The eigenvalues obey $\lambda^2+\lambda-l(l+1)=0$, so $\lambda=l$ or $\lambda=-(l+1)$. Then $J^2=l(l+1)+\frac34+\lambda$ equals $(l+\frac12)(l+\frac32)$ or $(l-\frac12)(l+\frac12)$, which means $j=l+\frac12$ or $j=l-\frac12$.

For $\lambda=l$ the first row reads $(m-\frac12-l)a+\Lambda b=0$, so
$$\frac ba=\frac{l+\frac12-m}{\Lambda}=\sqrt{\frac{l+\frac12-m}{l+\frac12+m}}.$$
Normalization gives $a^2=(l+\frac12+m)/(2l+1)$ and $b^2=(l+\frac12-m)/(2l+1)$. With $l+\frac12=j$ this is $\Omega^-$. The other eigenvector is orthogonal, $(-b,a)$; there $l+\frac12=j+1$, which gives $\Omega^+$. At the edges $|m|=l+\frac12$ one of the two harmonics does not exist. The single remaining product state has $\lambda=l$, and the formula for $\Omega^-$ covers it because the other coefficient vanishes. $\square$

## Lemma 2: no dependence on $\varphi$ or on the sign of $m$

*Proof.* The two harmonics multiply orthogonal spin states, so no cross term survives the sum over spin. For $l=j-\frac12$,
$$A=\frac{j+m}{2j}|Y_{l,m-1/2}|^2+\frac{j-m}{2j}|Y_{l,m+1/2}|^2 .$$
Each $|Y_{l\mu}|^2$ is independent of $\varphi$, and $|Y_{l,-\mu}|=|Y_{l\mu}|$. Replacing $m$ by $-m$ exchanges the two weights and also the two squared harmonics, so the sum is unchanged. The weights of $\Omega^+$ are exchanged in the same way. $\square$

## Lemma 3: an operator that exchanges the partners

*The operator $\boldsymbol\sigma\cdot\mathbf n$ is Hermitian, squares to one at every point, and satisfies*
$$\boldsymbol\sigma\cdot\mathbf n\;\Omega^-_{jm}=-\,\Omega^+_{jm}.$$

*Proof.* The components of $\mathbf n$ are real numbers at each point, so the matrix is Hermitian. The Pauli product rule gives $(\boldsymbol\sigma\cdot\mathbf n)^2=\mathbf n\cdot\mathbf n+i\boldsymbol\sigma\cdot(\mathbf n\times\mathbf n)=1$.

It commutes with $\mathbf J$. From $[L_i,n_k]=i\epsilon_{ikq}n_q$ and $[\sigma_i/2,\sigma_k]=i\epsilon_{ikq}\sigma_q$, with repeated indices summed,
$$[J_i,\sigma_kn_k]=i\epsilon_{ikq}\sigma_kn_q+i\epsilon_{ikq}\sigma_qn_k .$$
Exchanging the names $k$ and $q$ in the last term turns it into $-i\epsilon_{ikq}\sigma_kn_q$, and the sum is zero. So $\boldsymbol\sigma\cdot\mathbf n\,\Omega^-_{jm}$ still has quantum numbers $j$ and $m$.

By Lemma 1 just two angular functions have these numbers, $\Omega^-_{jm}$ and $\Omega^+_{jm}$. Their parities $(-1)^l$ are opposite, since their $l$ differ by one. The factor $\mathbf n$ changes sign under inversion, so the result has the parity of $\Omega^+_{jm}$ and must be $c\,\Omega^+_{jm}$. The norm is preserved, hence $|c|=1$.

The constant $c$ does not depend on $m$. Indeed $J_+$ commutes with $\boldsymbol\sigma\cdot\mathbf n$, and in both families $J_+$ takes the state $m$ to a positive multiple of the state $m+1$. In $\Omega^-$ this is seen in the upper component, where all contributions are positive. In $\Omega^+$ it is seen in the lower component, which is positive before and after.

To find $c$, take $m=\frac12$ on the positive $z$ axis. There $\boldsymbol\sigma\cdot\mathbf n=\sigma_z$, and just $Y_{l0}>0$ is nonzero. The upper component is positive in $\Omega^-$ and negative in $\Omega^+$, while $\sigma_z$ leaves it unchanged. Hence $c=-1$. $\square$

## Proof of the theorem

**Part 1.** Lemma 2 gives the independence of $\varphi$ and of the sign of $m$. For the two values of $l$, Lemma 3 gives at every point
$$\Omega^{+\dagger}\Omega^+=\Omega^{-\dagger}(\boldsymbol\sigma\cdot\mathbf n)^\dagger(\boldsymbol\sigma\cdot\mathbf n)\Omega^-=\Omega^{-\dagger}\Omega^- .$$
Physically, $\boldsymbol\sigma\cdot\mathbf n$ turns the spin at each point without moving any charge.

**Part 3.** For $j=\frac12$ the lower partner has $l=0$ and is $\chi/\sqrt{4\pi}$, with $\chi$ a constant normalized spinor. Its density is $1/(4\pi)$. The p(1/2) partner is $-\boldsymbol\sigma\cdot\mathbf n\,\chi/\sqrt{4\pi}$, with the same density. The harmonics confirm this for $m=\frac12$:
$$\tfrac13|Y_{10}|^2+\tfrac23|Y_{11}|^2=\frac{\cos^2\theta}{4\pi}+\frac{\sin^2\theta}{4\pi}=\frac1{4\pi}.$$
The dumbbell is present with weight one third, and the ring $|Y_{11}|^2$ fills in what it lacks.

**Part 2.** It is enough to find one moment of $A$ that differs. Take $P_2=(3\cos^2\theta-1)/2$. The Legendre recurrence
$$(2l+1)xP_l^\mu=(l-\mu+1)P_{l+1}^\mu+(l+\mu)P_{l-1}^\mu,$$
combined with the normalization factors of the $Y_{l\mu}$, becomes
$$\cos\theta\,Y_{l\mu}=\alpha_{l+1}Y_{l+1,\mu}+\alpha_lY_{l-1,\mu},\qquad \alpha_l^2=\frac{l^2-\mu^2}{(2l-1)(2l+1)} .$$
The squared norm of this function is
$$\langle\cos^2\theta\rangle_{l\mu}=\alpha_{l+1}^2+\alpha_l^2=\frac{(2l-1)[(l+1)^2-\mu^2]+(2l+3)[l^2-\mu^2]}{(2l-1)(2l+1)(2l+3)} .$$
The numerator is $4l^3+6l^2-1-2(2l+1)\mu^2=(2l+1)(2l^2+2l-1-2\mu^2)$. The factor $2l+1$ cancels, and forming $P_2$ gives
$$\langle P_2\rangle_{l\mu}=\frac{l(l+1)-3\mu^2}{(2l-1)(2l+3)} .$$

Now average over the two components of $\Omega^-$, where $2j=2l+1$. The weights are $\frac12\pm\frac{m}{2l+1}$ for $\mu=m\mp\frac12$, so
$$\overline{\mu^2}=m^2+\tfrac14-m\cdot\frac{2m}{2l+1}=\tfrac14+m^2\,\frac{2l-1}{2l+1} .$$
Since $l(l+1)-\frac34=\frac14(2l-1)(2l+3)$, the factor $2l-1$ cancels as well:
$$\langle P_2\rangle=\frac14-\frac{3m^2}{(2l+1)(2l+3)}=\frac14-\frac{3m^2}{4j(j+1)} .$$
By Part 1 this also holds for $\Omega^+$. It falls strictly as $|m|$ grows, so unequal $|m|$ cannot share one density. $\square$

## Remarks on shape

**Explicit functions.** For $l=1$, $j=\frac32$ the weights are $\frac23,\frac13$ at $m=\frac12$, and a single harmonic remains at $m=\frac32$:
$$A_{3/2,1/2}=\tfrac23\cdot\frac{3\cos^2\theta}{4\pi}+\tfrac13\cdot\frac{3\sin^2\theta}{8\pi}=\frac{1+3\cos^2\theta}{8\pi},\qquad A_{3/2,3/2}=\frac{3\sin^2\theta}{8\pi}.$$
The d(3/2) state must give the same. With $x=\cos\theta$ and $m=\frac12$ its weights are $\frac25$ and $\frac35$:
$$\tfrac25\cdot\frac{5(3x^2-1)^2}{16\pi}+\tfrac35\cdot\frac{15x^2(1-x^2)}{8\pi}=\frac{(9x^4-6x^2+1)+(9x^2-9x^4)}{8\pi}=\frac{1+3x^2}{8\pi}.$$
The quartic terms cancel. This is general: $|Y_{l\mu}|^2$ is an even polynomial in $x$ of degree at most $2l$, and the partner with the smaller $l$ limits the degree of $A$ to $2j-1$. For p(1/2) that degree is zero.

**Large $j$.** Compare with a particle running uniformly round a circle whose normal is tilted by $\beta$ from $z$. Averaging over the circle gives $\overline{n_z^2}=\frac12\sin^2\beta$, so
$$\overline{P_2}=\tfrac34\sin^2\beta-\tfrac12=\tfrac14-\tfrac34\cos^2\beta .$$
With $\cos^2\beta=m^2/[j(j+1)]$ this equals the quantum $\langle P_2\rangle$, although the full densities differ at finite $j$. For $m=j\to\infty$ the moment tends to $-\frac12$, as for an orbit in the equatorial plane. For $m=\frac12$ and $j\to\infty$ it tends to $\frac14$, as for an orbit whose plane contains the $z$ axis.

**Superpositions over $m$.** The constant in Lemma 3 is independent of $m$, so $\sum_mc_m\Omega^-_{jm}$ and $\sum_mc_m\Omega^+_{jm}$ have equal densities for any coefficients. The density itself may then depend on $\varphi$ and on the $c_m$. For $j=\frac12$ it cannot, because $\chi$ in Part 3 was arbitrary: every p(1/2) state is spherical, whatever its spin direction.

## Remarks on what the theorem leaves out

**Spin density.** The partners differ in $\mathbf s=\Omega^\dagger\boldsymbol\sigma\Omega$. From $\sigma_k(\boldsymbol\sigma\cdot\mathbf n)=2n_k-(\boldsymbol\sigma\cdot\mathbf n)\sigma_k$,
$$(\boldsymbol\sigma\cdot\mathbf n)\sigma_k(\boldsymbol\sigma\cdot\mathbf n)=2n_k\,\boldsymbol\sigma\cdot\mathbf n-\sigma_k,\qquad \mathbf s^+=2\mathbf n(\mathbf n\cdot\mathbf s^-)-\mathbf s^- .$$
At each point the spin density is turned by $180^\circ$ about the radial direction. The weights in Lemma 1 give the means
$$\langle\sigma_z\rangle^-=\frac{(j+m)-(j-m)}{2j}=\frac mj,\qquad \langle\sigma_z\rangle^+=\frac{(j+1-m)-(j+1+m)}{2j+2}=-\frac m{j+1}.$$
If $m$ is known, a probe that responds to spin can therefore tell s(1/2) from p(1/2), even though their angular charge densities agree. With $m=\frac12$ and $m=-\frac12$ equally populated, the spin density vanishes in both and this difference is lost.

**Mixed $l$.** Add s(1/2) and p(1/2), both with $m=\frac12$, in phase and with equal weight, and give them the same radial factor so that the angular part stands alone. Then $\Omega=(1-\boldsymbol\sigma\cdot\mathbf n)\chi/\sqrt{8\pi}$. Because $(1-\boldsymbol\sigma\cdot\mathbf n)^2=2(1-\boldsymbol\sigma\cdot\mathbf n)$ and $\chi^\dagger\boldsymbol\sigma\cdot\mathbf n\,\chi=\cos\theta$,
$$A=\frac{1-\cos\theta}{4\pi}.$$
Two spherical densities have produced a lopsided one through interference. An electric field mixes states of opposite parity and can make a density lopsided in this way. In real hydrogen the two-state mixture is an idealization: the field also mixes in 2p(3/2), with a weight of several percent near 1 kV/cm, where the 2s and 2p(1/2) weights become comparable. The radial functions then differ, so the asymmetry depends on $r$. In an equal, in-phase mixture of hydrogen 2s and 2p(1/2) it even reverses direction at $r=2$ bohr, where the 2s function changes sign.

**Mixed $j$.** Without spin-orbit coupling, p(1/2) and p(3/2) are degenerate, and $Y_{10}$ with spin up is an equally valid eigenstate. Inverting Lemma 1 gives
$$Y_{10}\!\uparrow\;=\sqrt{\tfrac23}\,\Omega^-_{3/2,1/2}-\sqrt{\tfrac13}\,\Omega^+_{1/2,1/2},$$
and this state does have the dumbbell density. There is no contradiction, because $j$ is not definite. A spin-orbit term $\xi(r)\,\mathbf L\cdot\boldsymbol\sigma/2$ removes the freedom: by Lemma 1 its angular factor is $l/2$ for $j=l+\frac12$ and $-(l+1)/2$ for $j=l-\frac12$. The radial function may then depend on $j$, but it remains common to both spin components, so the theorem still applies.

## Numbers for $j=1/2$ and $j=3/2$

The angular densities per steradian at three polar angles are:

| State | $0^\circ$ | $45^\circ$ | $90^\circ$ |
|---|---|---|---|
| p(1/2), $m=\frac12$ | 0.0796 | 0.0796 | 0.0796 |
| p(3/2) and d(3/2), $m=\frac12$ | 0.1592 | 0.0995 | 0.0398 |
| p(3/2) and d(3/2), $m=\frac32$ | 0 | 0.0597 | 0.1194 |

The $m=\frac12$ cloud is elongated but has no nodal plane: a quarter of its axial value remains at the equator. The $m=\frac32$ cloud is a ring. Their $\langle P_2\rangle$ are $+0.2$ and $-0.2$, as $\frac14-\frac{m^2}5$ requires.

The probability of finding the electron within $30^\circ$ of either end of the $z$ axis is $4\pi\int_{x_0}^1A\,dx$, with $x_0=\sqrt3/2$. The three densities give
$$1-\tfrac{\sqrt3}2=0.1340,\qquad 1-\tfrac{7\sqrt3}{16}=0.2422,\qquad 1-\tfrac{9\sqrt3}{16}=0.0257 .$$
The last two average to $0.1340$, the spherical value. The reason is that $A_{3/2,1/2}+A_{3/2,3/2}=4/(8\pi)$, so the mean over the four p(3/2) states is $1/(4\pi)$.

The full densities of the partners are another matter. In nonrelativistic hydrogen with an infinitely heavy nucleus, at $r=4$ bohr, $R^2$ is $0.01221$ bohr$^{-3}$ for 2p and $0.00145$ bohr$^{-3}$ for 3d. Multiplying by the axial value $0.1592$ for $m=\frac12$ gives $1.94\times10^{-3}$ and $2.30\times10^{-4}$ bohr$^{-3}$, a factor of about 8.4 apart. The finite proton mass lowers the two values of $R^2$ by about 0.05% and 0.2%, to $0.01220$ and $0.00144$ bohr$^{-3}$, and raises the factor to about 8.5. The ratio of axis to equator is 4 in both, because $R^2$ cancels from it.

The numerical output also reports a check for all $j$ up to $9/2$, with states obtained by diagonalizing $J^2$ and $J_z$ directly. The densities of the two $l$ partners agree there within $4\times10^{-14}$ per steradian, which is rounding error.

## Calculated quantities

```
Largest j tested: 4.5
Max density difference between l partners: 3.3e-14 sr^-1
Max density difference between +m and -m: 1.4e-14 sr^-1
Max variation of density with phi: 4.1e-14 sr^-1
Max error of sigma.n partner map: 7.8e-16 sr^-1/2
Smallest peak difference, unequal |m|: 0.1088 sr^-1
Angles theta in table (degrees): 0.0 45.0 90.0
Half-angle of each cone about +z and -z: 30 degrees
p1/2 m=1/2: A = 0.07958 0.07958 0.07958 sr^-1
   two-cone probability 0.13397; <P2> +0.0000; <sigma_z> -0.3333
p3/2 m=1/2: A = 0.15915 0.09947 0.03979 sr^-1
   two-cone probability 0.24223; <P2> +0.2000; <sigma_z> +0.3333
d3/2 m=1/2: A = 0.15915 0.09947 0.03979 sr^-1
   two-cone probability 0.24223; <P2> +0.2000; <sigma_z> -0.2000
p3/2 m=3/2: A = 0.00000 0.05968 0.11937 sr^-1
   two-cone probability 0.02572; <P2> -0.2000; <sigma_z> +1.0000
d3/2 m=3/2: A = 0.00000 0.05968 0.11937 sr^-1
   two-cone probability 0.02572; <P2> -0.2000; <sigma_z> -0.6000
Mean two-cone probability over the p3/2 states: 0.13397
Hydrogen example: r = 4.0 bohr, m = 1/2
2p3/2: R^2 = 0.012210 bohr^-3
   density on axis 1.9433e-03, equator 4.8584e-04 bohr^-3
   axis-to-equator ratio 4.0000
3d3/2: R^2 = 0.001446 bohr^-3
   density on axis 2.3013e-04, equator 5.7532e-05 bohr^-3
   axis-to-equator ratio 4.0000
```
